# Finding a Schottky barrier from contact resistivity measured against temperature

**Question**

I want to extract a barrier height from the specific contact resistivity $\rho$ of a metal on lightly doped n-type silicon. To practise, I made model data with a known barrier, $\phi=0.600$ eV, independent of temperature. I integrated the thermionic electron flux numerically over the six silicon valleys and took $\rho=(dJ/dV)^{-1}$ at zero bias:

| $T$ (K) | $\rho$ (Ω cm²) |
|---|---|
| 260 | 573.6 |
| 270 | 204.9 |
| 280 | 78.65 |
| 290 | 32.21 |
| 300 | 13.99 |
| 310 | 6.403 |
| 320 | 3.074 |
| 330 | 1.542 |
| 340 | 0.8046 |

Since $\rho$ contains $\exp(\phi/kT)$, I fitted a straight line to $\ln\rho$ against $1/T$ and multiplied the slope by $k$. The line looks excellent: no point is off by more than about 0.5% in $\rho$. But the barrier comes out as 0.626 eV. There is no noise in the data, so where does the difference come from, and what should I plot?

**Answer**

The exponential is not the whole temperature dependence of $\rho$. To see what else is there, derive $\rho$ from the flux.

**The resistivity**

Let $\phi$ be the energy of the barrier top above the metal Fermi level, and let $x$ be the direction normal to the contact. A forward bias $V$ raises the electrons in the semiconductor by $qV$. The barrier is many $kT$ high, so the Fermi function at its top reduces to a Boltzmann factor. A valley with masses $m_x,m_y,m_z$ then sends into the metal the current density

$$J_{\rm s\to m}=\frac{2q}{h^3}\,e^{-(\phi-qV)/kT}\int_{p_x>0}d^3p\;\frac{p_x}{m_x}\,\exp\!\left[-\frac{1}{kT}\left(\frac{p_x^2}{2m_x}+\frac{p_y^2}{2m_y}+\frac{p_z^2}{2m_z}\right)\right].$$

The $p_x$ integral gives $kT$, whatever $m_x$ is. The other two are Gaussian and give $\sqrt{2\pi m_ykT}\,\sqrt{2\pi m_zkT}=2\pi kT\sqrt{m_ym_z}$. Hence

$$J_{\rm s\to m}=\frac{4\pi qk^2\sqrt{m_ym_z}}{h^3}\,T^2e^{-(\phi-qV)/kT}.$$

On a (100) surface, two valleys have their long axis along $x$ and contribute $\sqrt{m_ym_z}=m_t$ each. The other four contribute $\sqrt{m_lm_t}$ each. With $m_l=0.92$ and $m_t=0.19$ in units of the free-electron mass, the sum is $2m_t+4\sqrt{m_lm_t}=2.05$, and the Richardson constant is $A=246.6$ A cm⁻² K⁻².

The metal sends back a current that does not depend on $V$ and cancels the forward flux at $V=0$. The net current is

$$J=AT^2e^{-\phi/kT}\left(e^{qV/kT}-1\right).$$

Now differentiate at $V=0$. The bracket brings down a factor $q/kT$:

$$\frac{dJ}{dV}\bigg|_0=AT^2e^{-\phi/kT}\,\frac{q}{kT}=\frac{qAT}{k}\,e^{-\phi/kT}
\quad\Longrightarrow\quad
\rho=\frac{k}{qA}\,\frac{1}{T}\,e^{\phi/kT}.$$

Of the two powers of $T$ in the current, one has been cancelled and one is left. As a check on the size, at 300 K $kT/q=0.02585$ V, so

$$\rho=\frac{0.02585}{246.6\times300^2}\,e^{0.600/0.02585}\approx14\ \Omega\,\text{cm}^2,$$

in agreement with your table.

**The two slopes**

Put $x=1/T$ from here on. Multiplying $\rho$ by $T$ removes the prefactor's temperature dependence:

$$\ln(\rho T)=\ln\frac{k}{qA}+\frac{\phi}{k}\,x .$$

This is a straight line of slope $\phi/k$. Without the factor $T$,

$$\ln\rho=\ln\frac{k}{qA}+\ln x+\frac{\phi}{k}\,x,
\qquad
\frac{d\ln\rho}{dx}=\frac1x+\frac{\phi}{k}=\frac{\phi+kT}{k}.$$

So your plot overestimates the barrier by $kT$, which is 25.9 meV at 300 K. The sign is positive because on cooling $1/T$ and $e^{\phi/kT}$ both grow, and your fit credits the whole rise to the exponential.

The same reasoning applies to the saturation current $J_s=AT^2e^{-\phi/kT}$. There $-\ln J_s=\text{const}+2\ln x+\phi x/k$, so plotting it without dividing $J_s$ by $T^2$ gives $\phi+2kT$.

**Which temperature, for a fit over a range?**

Take your two end points first. Here $1/260-1/340=9.050\times10^{-4}$ K⁻¹, and $k=8.617\times10^{-5}$ eV/K, so

$$k\,\frac{\ln(573.6/0.8046)}{9.050\times10^{-4}\ \text{K}^{-1}}=0.6255\ \text{eV}.$$

The excess comes from $\ln x$ alone and is $kT_{\rm eff}$, with

$$T_{\rm eff}=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}=\frac{\ln(340/260)}{9.050\times10^{-4}\ \text{K}^{-1}}=296.4\ \text{K},$$

or 25.5 meV.

For an unweighted least-squares line through $n$ points $(x_i,y_i)$, expanding the product gives

$$\sum_{i<j}(x_i-x_j)(y_i-y_j)=n\sum_i x_iy_i-\sum_i x_i\sum_j y_j=n\sum_i(x_i-\bar x)(y_i-\bar y).$$

The same identity holds with $y$ replaced by $x$. The fitted slope is therefore

$$\frac{\sum_i(x_i-\bar x)(y_i-\bar y)}{\sum_i(x_i-\bar x)^2}
=\frac{\sum_{i<j}(x_i-x_j)^2\,s_{ij}}{\sum_{i<j}(x_i-x_j)^2},
\qquad s_{ij}=\frac{y_i-y_j}{x_i-x_j}.$$

It is an average of the slopes between pairs of points, with positive weights. For $y=\ln x$, the mean value theorem says that each $s_{ij}$ equals $1/x$ somewhere between the two points, which is a temperature between theirs. The average $T_{\rm eff}$ must then lie between your lowest and highest temperatures, and the excess between 22.4 and 29.3 meV.

Your nine points give 0.6000 eV from $\ln(\rho T)$ and 0.6256 eV from $\ln\rho$. The excess is 25.6 meV, or $T_{\rm eff}=296.5$ K.

**Why the wrong plot looks straight**

Let $T_h=1/\bar x$ be the harmonic mean temperature, 297.8 K for your set. Expand the logarithm about $\bar x$:

$$\ln x\approx\ln\bar x+\frac{x-\bar x}{\bar x}-\frac{(x-\bar x)^2}{2\bar x^2}.$$

At 260 K, $(x-\bar x)/\bar x=0.145$, so the quadratic term is only about 0.01. The fitted line absorbs part of that by shifting its height, and the largest residual left is 0.005 in $\ln\rho$. Scatter of a percent would hide it, so a good-looking line does not show that you have chosen the right variable.

The linear terms also show what happens to the intercept:

$$\ln\rho\approx\left[\ln\frac{k}{qAT_h}-1\right]+\left(\frac{\phi}{k}+T_h\right)x .$$

If you read the intercept as $\ln(k/qAT_h)$, the $-1$ makes the inferred $A$ too large by a factor of about $e$. Your data give 2.72. The errors in slope and intercept compensate inside the fitted range, which is why the line passes through the points. They no longer compensate if you combine the fitted barrier with the correct $A$: at 300 K the predicted $\rho$ is then too high by $e^{25.6/25.9}\approx2.7$.

If all you have is an old slope from $\ln\rho$ over a range as narrow as yours, subtract $kT_h$. Here that is $0.6256-0.0257=0.5999$ eV. For a wide range, fit a line to $\ln x$ against $x$ at the same temperatures and subtract $k$ times its slope, which is the exact excess.

**If the barrier itself changes with temperature**

Because $\ln\rho=\ln(\rho T)+\ln x$, the two fits differ by $kT_{\rm eff}$ for any data taken at the same temperatures. That the $\ln(\rho T)$ fit returns the barrier is a separate matter, and it needs a constant $\phi$. Otherwise, using $d\phi/dx=-T^2\,d\phi/dT$,

$$k\,\frac{d\ln(\rho T)}{dx}=\frac{d(\phi x)}{dx}=\phi+x\frac{d\phi}{dx}=\phi-T\frac{d\phi}{dT}.$$

Two cases pull in opposite directions.

- *The barrier follows the silicon gap.* As a rough model of the gap I take $E_g=1.17-4.73\times10^{-4}\,T^2/(T+636)$ eV, with $T$ in kelvin. Its slope near 298 K is about $-0.25$ meV/K. If $\phi$ follows the whole gap and equals 0.600 eV at 300 K, refitting $\ln(\rho T)$ over your range gives a value 76 meV too high. Other common fits of the gap have a slope near $-0.27$ meV/K and give about 82 meV.
- *The barrier varies from patch to patch.* Let the patches conduct in parallel, with a Gaussian spread $\sigma$ about a mean $\bar\phi$. This needs patches large enough not to screen one another. At $10^{16}$ donors per cm³ that means radii of several tens of nanometres, because a smaller low-barrier patch is partly pinched off by its surroundings and the effect is then weaker. Averaging $e^{-\phi/kT}$ gives an effective barrier $\bar\phi-\sigma^2/2kT$, which rises with $T$. The slope formula then gives $\bar\phi-\sigma^2/kT$, lower than the effective barrier by $\sigma^2/2kT$. For $\sigma=50$ meV this is 48 meV at 300 K, and a refit over your range gives 50 meV.

Either effect can exceed the $kT$ you were missing. Using $\rho T$ removes a known error of analysis, but it does not make the result accurate to a few meV.

**Beside a real contact**

In a real contact, scattering and quantum reflection near the barrier top can make $A$ smaller than the value computed here. Halving $A$ would double $\rho$, but it would leave the slope of $\ln(\rho T)$ alone as long as $A$ does not change with temperature. Quantum reflection depends on the electron's energy, so this holds only approximately: the reflection can shift the fitted barrier by several meV, and it is not included in the estimates below. For $10^{16}$ donors per cm³, I multiplied your $\rho$ by a correction factor for each of three smaller effects and refitted $\ln(\rho T)$, holding $\phi$ as the image-lowered barrier at 300 K:

- The image force lowers the barrier by about 20 meV at the depletion-layer peak field of about 0.034 MV/cm. This lowering changes with temperature and shifts the fit by $-4$ meV.
- Tunnelling through the rounded top, treated as an inverted parabola with mass 0.19, shifts it by $-3$ meV.
- Finite drift through the depletion layer, if the rounding of the barrier top is ignored, multiplies $\rho$ by about $1+AT^2/(qN_c\mu F)$, where $N_c$ is the effective density of band states and $F$ the peak field. With a rough mobility $\mu=1200\,(T/300\ \text{K})^{-2.3}$ cm²/Vs, the shift is $-9$ meV. Take this as a rough size only. It moves by 1 to 2 meV with the mobility law or with the rounding included. The formula also assumes a mean free path short against $kT/qF\approx7$ nm, while this mobility implies about 40 nm.

Keep the probe voltage small too. With $u=qV/kT$, a forward reading gives $V/J=\rho\,u/(e^u-1)\approx\rho\,e^{-u/2}$, which lowers the fitted barrier by about $qV/2$, or 2.5 meV at 5 mV. Averaging the current magnitudes at $\pm V$ replaces the factor by $u/\sinh u\approx1-u^2/6$, which has no linear term.

In contacts whose resistance is made low by heavy doping, the assumption that fails is thermionic emission itself. Tunnelling takes over once $E_{00}=(q\hbar/2)\sqrt{N/m\varepsilon}$ is comparable with $kT$, where $N$ is the donor density, $m$ the tunnelling mass and $\varepsilon$ the permittivity. At $10^{16}$ cm⁻³ and mass 0.19, $E_{00}=1.25$ meV, far below $kT$. Because the barrier is many $kT$ high, the fitted barrier suffers before $E_{00}$ reaches $kT$: at $10^{18}$ cm⁻³, where $E_{00}=12.5$ meV is half of $kT$, a WKB estimate without the image force already puts the $\ln(\rho T)$ fit about 0.15 eV low. At $10^{20}$ cm⁻³, with the same mass and permittivity, it is a hundred times larger, 125 meV. Electrons then tunnel well below the barrier top, and neither plot gives the barrier height.
